# Intergrain diffusion in a cubic array of metallic grains, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the junction to the diffusion coefficient

### Definitions and conventions

Metallic grains sit on a simple cubic lattice of period $a$. All grains are alike, and each is joined to its six nearest neighbours by junctions of conductance $G$. This conductance counts both spins. The elementary charge is $e>0$, so an electron carries charge $-e$.

The mean level spacing $\delta$ of a grain is defined with both spins counted: a grain has $1/\delta$ electron states per unit energy near the Fermi level. Without a magnetic field each orbital level holds two electrons, and the spacing of levels of one spin is
$$\delta_s=2\delta .\tag{1}$$
If the grain material has density of states $\nu$ per volume and energy, both spins included, and the grain has volume $v$, then
$$\delta=\frac{1}{\nu v}.\tag{2}$$
The volume $v$ may be smaller than the cell volume $a^3$, because part of the cell belongs to the boundaries.

Three potentials must be kept apart. The electrostatic potential of grain $i$ is $\phi_i$. The chemical potential $\mu_i$ is measured from the band edge of that grain, so it fixes the electron number $N_i$. The electrochemical potential is
$$\tilde\mu_i=\mu_i-e\phi_i .\tag{3}$$
It is uniform in equilibrium.

The model assumes that

- the junctions are much more resistive than the grain interiors, so each grain has one value of $\tilde\mu_i$;
- electrons equilibrate within a grain between hops;
- the response is linear;
- the charging energy of a grain is small compared with $kT$;
- successive hops do not interfere.

The quantity sought is the diffusion coefficient $D$ of electrons over distances much longer than $a$, at fixed electrostatic potential.

### Conductivity of the array

Let a voltage $V=\phi_i-\phi_j$ stand across a junction between grains with equal $\mu$. The electric current from $i$ to $j$ is $GV$. Electrons have charge $-e$, so their number flow from $i$ to $j$ is $-GV/e$. By (3), $\tilde\mu_i-\tilde\mu_j=-eV$. The number flow is therefore
$$J_{ij}=\frac{G}{e^2}\left(\tilde\mu_i-\tilde\mu_j\right).\tag{4}$$
In linear response the same law holds when the difference in $\tilde\mu$ comes from the electron numbers, because equilibrium between the grains requires the flow to vanish whenever $\tilde\mu_i=\tilde\mu_j$.

Now apply a uniform field $E$ along a lattice axis, with $\mu$ the same in every grain. Take a potential that falls by $Ea$ from each layer of grains to the next. Every junction along the field carries the current $GEa$, and the transverse junctions carry none. Each grain receives as much as it loses, so current is conserved and this potential is the solution. There is one junction along the field per area $a^2$. The current density is
$$j=\frac{GEa}{a^2}=\frac{G}{a}E,\qquad \sigma=\frac{G}{a}.\tag{5}$$
For a field in another direction, the solutions for its three components add. Each component gives the same $\sigma$, so the conductivity is isotropic.

### How many electrons a grain takes up

With the Fermi function $f(x)=1/(e^{x/kT}+1)$, the mean electron number of a grain is $N(\mu)=\sum f(\varepsilon-\mu)$, summed over all states. If the states are dense on the scale $kT$, the sum becomes an integral with weight $1/\delta$. Differentiation gives
$$\frac{dN}{d\mu}=\frac1\delta\int_{-\infty}^{\infty}h(x)\,dx=\frac1\delta,\qquad h(x)=-\frac{df}{dx}=\frac{1}{4kT\cosh^2(x/2kT)} .\tag{6}$$
The integral is one because $f$ falls from one to zero. The band bottom is assumed to lie many $kT$ below $\mu$, and $1/\delta$ to vary little over a range $kT$.

An equally spaced spectrum shows how dense the levels must be. Let the orbital levels lie at $\ell\delta_s$, with integer $\ell$ and two electrons in each. Then
$$\frac{dN}{d\mu}=2\sum_{\ell}h(\ell\delta_s-\mu).\tag{7}$$
This is periodic in $\mu$ with period $\delta_s$, so it has a Fourier series. In the $m$th coefficient, the integral over one period and the sum over $\ell$ combine into one integral over the whole line:
$$c_m=\frac{2}{\delta_s}\int_{-\infty}^{\infty}h(x)\,e^{isx}dx,\qquad s=\frac{2\pi m}{\delta_s}.\tag{8}$$
The sign of $s$ does not matter because $h$ is even.

Call the integral $I(s)$ and take $s>0$. The function $h$ is unchanged when $x$ is shifted by $2\pi i kT$. The integral along the line shifted by this amount is thus $e^{-2\pi kTs}I(s)$. Between the two lines $h$ has one pole, at $x=i\pi kT$. Writing $x=i\pi kT+y$ gives $\cosh^2(x/2kT)=-\sinh^2(y/2kT)$, so $h=-kT/y^2$ plus terms regular at $y=0$. The factor $e^{isx}=e^{-\pi kTs}(1+isy+\dots)$ then gives the residue $-iskT\,e^{-\pi kTs}$. The residue theorem states
$$\left(1-e^{-2\pi kTs}\right)I(s)=2\pi i\left(-iskT\,e^{-\pi kTs}\right)=2\pi skT\,e^{-\pi kTs}.$$
Dividing by the bracket and multiplying above and below by $e^{\pi kTs}$ gives
$$I(s)=\frac{\pi kTs}{\sinh(\pi kTs)}.\tag{9}$$
The terms $m$ and $-m$ add to a cosine, and $2/\delta_s=1/\delta$. Hence
$$\frac{dN}{d\mu}=\frac1\delta\left[1+2\sum_{m=1}^{\infty}\frac{x_m}{\sinh x_m}\cos\frac{2\pi m\mu}{\delta_s}\right],\qquad x_m=\frac{2\pi^2mkT}{\delta_s}.\tag{10}$$

For $kT$ comparable with $\delta_s$ the ripple is already small, since $x_1$ is then near $2\pi^2$ and the ripple falls roughly as $e^{-x_1}$. For $kT\ll\delta_s$ the smooth law fails. The response is then a row of narrow peaks, one at each level, with almost nothing between them. A real grain has irregular levels, and $kT$ must cover many of them before their fluctuations average out.

Each cell of volume $a^3$ holds one grain. The response per volume of the array is therefore
$$\frac{dn}{d\mu}=\frac{1}{\delta a^3},\tag{11}$$
where $n$ is the electron density averaged over a cell. The cell volume enters here, whatever the volume of the grain itself. The grain volume acts through $\delta$.

### The Einstein relation

On scales long compared with $a$, the number flux of electrons has a diffusive and a drift part. The electric current density $\sigma\mathbf E=-\sigma\nabla\phi$ corresponds to the number flux $+\sigma\nabla\phi/e$, since the charge is $-e$. The total flux is
$$\mathbf J=-D\nabla n+\frac{\sigma}{e}\nabla\phi .\tag{12}$$
This equation defines $D$ as the coefficient of the flux at fixed $\phi$.

Consider equilibrium in a weak static potential that varies slowly in space. Then $\tilde\mu$ is uniform, and (3) gives $\nabla\mu=e\nabla\phi$. The density follows the local chemical potential:
$$\nabla n=\frac{dn}{d\mu}\nabla\mu=e\frac{dn}{d\mu}\nabla\phi .\tag{13}$$
No current flows in equilibrium. Setting $\mathbf J=0$ in (12) and inserting (13),
$$-De\frac{dn}{d\mu}\nabla\phi+\frac{\sigma}{e}\nabla\phi=0 .$$
This must hold for any weak $\nabla\phi$, so
$$\sigma=e^2\frac{dn}{d\mu}D .\tag{14}$$
The argument does not ask how the electrons move. It needs a local linear response and thermal equilibrium.

### The result

Solve (14) for $D$ and insert (5) and (11):
$$D=\frac{\sigma}{e^2\,dn/d\mu}=\frac{1}{e^2}\,\frac{G}{a}\,\delta a^3=\frac{G\delta a^2}{e^2}.\tag{15}$$
In terms of the one-spin spacing (1), the same coefficient is $G\delta_sa^2/(2e^2)$. The factor two depends on how the spacing is counted, while $D$ does not.

At fixed $G$ and $a$, a larger grain has a smaller $\delta$ and a smaller $D$. A given current then moves a smaller share of the electrons near the Fermi level. The conductivity (5) contains no $\delta$, so two arrays can have the same conductivity and different diffusion coefficients.

If (6) does not apply, the step before it does. With $dn/d\mu=(dN/d\mu)/a^3$, equations (5) and (14) give
$$D=\frac{Ga^2}{e^2\,dN/d\mu}.\tag{16}$$
For a nondegenerate grain $N\propto e^{\mu/kT}$, hence $dN/d\mu=N/kT$, and $kT/N$ takes the place of $\delta$.

### The same result from hops

The coefficient can also be found without the Einstein relation. Let every grain have the same $\phi$, and let grain $i$ hold a small excess $u_i$ of electrons over equilibrium. By (6) its chemical potential is raised by $\delta u_i$. The flow law (4), summed over the six neighbours $j$, gives
$$\frac{du_i}{dt}=-\sum_j\frac{G}{e^2}\,\delta\,(u_i-u_j)=\Gamma\sum_j(u_j-u_i),\qquad \Gamma=\frac{G\delta}{e^2}.\tag{17}$$
This is the equation of a random walk with rate $\Gamma$ to each neighbour, and total rate $6\Gamma$.

Start with the excess in one grain at the origin and normalize it to one. Let $x_i$ be a coordinate of grain $i$ along an axis. Multiply (17) by $x_i^2$ and sum over $i$. In the term with $u_j$, exchange the names $i$ and $j$, which is allowed because each pair is linked both ways:
$$\frac{d\langle x^2\rangle}{dt}=\Gamma\sum_iu_i\sum_j(x_j^2-x_i^2).$$
Four neighbours have $x_j=x_i$ and contribute nothing. The other two give $(x_i+a)^2+(x_i-a)^2-2x_i^2=2a^2$. Since $\sum_iu_i=1$,
$$\langle x^2\rangle=2\Gamma a^2t,\qquad \langle r^2\rangle=6\Gamma a^2t .\tag{18}$$
Ordinary diffusion in three dimensions has $\langle r^2\rangle=6Dt$. Thus $D=\Gamma a^2$, in agreement with (15).

The lattice shows itself in waves of finite length. Insert $u_i\propto e^{iqz_i}$, with the wave along an axis, into (17). The two neighbours along the axis give $e^{iqa}+e^{-iqa}-2=-4\sin^2(qa/2)$, and the other four give zero. The decay rate is
$$\gamma_q=4\Gamma\sin^2\frac{qa}{2}=Dq^2\left[\frac{\sin(qa/2)}{qa/2}\right]^2 .\tag{19}$$
It tends to $Dq^2$ for $qa\ll1$. For a wavelength of $10a$ the bracket squared is 0.9675, so the wave decays about 3 per cent more slowly than the continuum law states.

### What the hop rate means for one electron

The rate $\Gamma$ can be traced to tunnelling. Let an electron in a level of grain $i$ be coupled to each level of the same spin in grain $j$ by a matrix element of mean square $|t_0|^2$. To first order in the coupling, the probability to have reached a level at energy distance $\Delta$ after time $\tau$ is
$$P_\Delta=\frac{|t_0|^2}{\hbar^2}\left|\int_0^\tau e^{i\Delta t/\hbar}dt\right|^2=|t_0|^2\,\frac{4\sin^2(\Delta\tau/2\hbar)}{\Delta^2}.\tag{20}$$
Sum over the final levels with density $1/\delta_s$, since tunnelling conserves spin. With $\int_{-\infty}^{\infty}\sin^2(b\Delta)/\Delta^2\,d\Delta=\pi b$ and $b=\tau/2\hbar$, the total grows in proportion to $\tau$, at the rate
$$\Gamma=\frac{4|t_0|^2}{\delta_s}\,\frac{\pi}{2\hbar}=\frac{2\pi|t_0|^2}{\hbar\delta_s}.\tag{21}$$

Occupied final states block a hop, but the net flow is simple. Between states of equal energy with occupations $f_i$ and $f_j$, the flow is $\Gamma[f_i(1-f_j)-f_j(1-f_i)]=\Gamma(f_i-f_j)$. The products cancel. A voltage $V$ opens a window $eV$ that holds $2eV/\delta_s$ states, so the current is $e\,(2eV/\delta_s)\,\Gamma$ and
$$G=\frac{2e^2\Gamma}{\delta_s}=\frac{e^2\Gamma}{\delta}.\tag{22}$$
This is the rate in (17) again, now with the spin factor traced from the start.

Equation (22) also gives $G/(2e^2/h)=\Gamma h/\delta_s$. When this ratio exceeds one, an electron leaves before the time $h/\delta_s$ at which it could resolve single levels of the neighbour. When the ratio is small, the continuous spectrum assumed in (21) needs another source of broadening.

## Part 2. Net charge, a worked film and the neglected effects

### Symbols and results carried over

The array has period $a$, junction conductance $G$ for both spins, and level spacing $\delta$ with both spins counted. For one spin the spacing is $\delta_s=2\delta$. The conductivity is $\sigma=G/a$, the hop rate to one neighbour is $\Gamma=G\delta/e^2$, and the diffusion coefficient (15) is $D=\Gamma a^2$. A density wave along an axis decays at the rate $\gamma_q=4\Gamma\sin^2(qa/2)$. These results hold at fixed electrostatic potential.

### Net charge does not spread at the rate $D$

An excess of electrons is also an excess of charge, and it changes the potentials. Let neighbouring grains be coupled by capacitances $C$, and neglect other capacitances. The charge on grain $i$ is
$$-eu_i=C\sum_j(\phi_i-\phi_j).\tag{23}$$
For a wave along an axis, the sum equals $\lambda_q\phi_i$ with $\lambda_q=4\sin^2(qa/2)$, by the algebra that led to (19). Hence $\phi_i=-eu_i/(C\lambda_q)$ for $q\neq0$. The electrochemical potential (3) changes by
$$\tilde\mu_i-\tilde\mu_0=\delta u_i-e\phi_i=\left(\delta+\frac{e^2}{C\lambda_q}\right)u_i ,\tag{24}$$
where $\tilde\mu_0$ is its equilibrium value. The flow law (4) then gives
$$\frac{du_i}{dt}=-\frac{G}{e^2}\lambda_q\left(\delta+\frac{e^2}{C\lambda_q}\right)u_i=-\left(\frac GC+\gamma_q\right)u_i .\tag{25}$$
The first term is the discharge of a junction through itself. In this model it does not depend on the wavelength.

The coefficient $D$ by itself governs disturbances without net charge. An example is an excess of spin-up electrons balanced by a lack of spin-down electrons. The potentials then stay put. Each spin has conductance $G/2$ and spacing $2\delta$, whose product is again $G\delta$, so the spin excess diffuses with $D$ as long as spin relaxation can be neglected.

The Einstein relation and the hopping picture both give $D=G\delta a^2/e^2$ at fixed electrostatic potential, while a net charge also relaxes through the junctions at the rate $G/C$. What remains is to put numbers to a film of indium tin oxide and to examine the effects that the model neglects.
